\section*{Spin-orbit coupling and band sticking on the hcp hexagonal zone face, part 1}

(Sections cited here and not found follow in the second part.)

\section{Symmetry and the counting of levels}

A nonmagnetic hexagonal close-packed (hcp) crystal has lattice constants $a$ and $c$, one lattice vector $a\hat{\mathbf x}$, and another, $c\hat{\mathbf z}$, along the hexagonal axis. With an inversion centre as origin, the two atoms of the cell sit at
\begin{equation}
\boldsymbol\tau_A=\left(0,\frac{a}{\sqrt3},\frac c4\right),\qquad
\boldsymbol\tau_B=-\boldsymbol\tau_A .
\end{equation}
The electrons are treated in a one-electron picture, with a potential that has the full symmetry of the crystal. The hexagonal face of the Brillouin zone is the plane $k_z=\pi/c$. Its centre is A, the midpoints of its edges are L, and its corners are H. With the axes chosen here, one line A-L runs along $y$ and one line A-H along $x$, with lengths
\begin{equation}
k_{AL}=\frac{2\pi}{\sqrt3\,a},\qquad k_{AH}=\frac{4\pi}{3a}.
\end{equation}
The problem is to find which degeneracies symmetry requires on this face, first without and then with spin-orbit coupling, and to find the size of any splitting.

\subsection*{(a) The operations and the effect of the half translation}

\textit{Consider inversion $P:\mathbf r\to-\mathbf r$ and the map $M:(x,y,z)\to(x,y,-z+c/2)$. Show that $M$ is a symmetry of the crystal, and find how $M$ and $P$ commute when they act on Bloch states of the face.}

\textbf{Solution.} The map $M$ sends a site of type $A$ at height $c/4$ to $-c/4+c/2=c/4$, so it leaves that layer in place. It sends the height $-c/4$ of a $B$ site to $c/4+c/2=3c/4$, which is the next $B$ layer, with the same in-plane positions. The lattice itself is unchanged by $z\to-z$. Hence $M$ is a symmetry: it is the mirror in the plane of an $A$ layer.

The products of the two maps follow by acting on $z$, the right-hand factor first:
\begin{align}
MP:&\quad z\to -z\to -(-z)+\frac c2=z+\frac c2,\\
PM:&\quad z\to -z+\frac c2\to z-\frac c2 .
\end{align}
Both reverse $x$ and $y$. The first result lies higher than the second by $c$, so
\begin{equation}
MP=T_cPM,
\label{eq:mp}
\end{equation}
where $T_c$ is the translation by $+c\hat{\mathbf z}$. It acts on functions as $(T_c\psi)(\mathbf r)=\psi(\mathbf r-c\hat{\mathbf z})$, and therefore multiplies a Bloch state by $e^{-ik_zc}$. On the face this factor is $e^{-i\pi}=-1$. The operation $M$ takes $k_z=\pi/c$ to $-\pi/c$, which differs from $\pi/c$ by the reciprocal vector $2\pi/c$. Thus $M$ preserves the wavevector of every face point, and there
\begin{equation}
MP=-PM .
\end{equation}

Let $\Theta$ be time reversal and define $\mathcal A=P\Theta$. Time reversal takes $\mathbf k$ to $-\mathbf k$ and inversion takes it back, so $\mathcal A$ preserves every $\mathbf k$. Time reversal commutes with the operations of space. This remains true with spin. A mirror is an inversion followed by a rotation through $\pi$ about its normal $\hat{\mathbf n}$, and it acts on spin as $-i\sigma_n$. Time reversal changes the sign of both $i$ and $\sigma_n$, so it leaves $-i\sigma_n$ unchanged. Inversion does not act on spin. Hence, with or without spin,
\begin{equation}
M\mathcal A=-\mathcal AM\qquad (k_z=\pi/c).
\label{eq:ma}
\end{equation}
The minus sign comes from the half translation. In the plane $k_z=0$ the factor $e^{-ik_zc}$ is $+1$, and $M$ and $\mathcal A$ commute.

\subsection*{(b) Levels without spin-orbit coupling}

\textit{Leave out spin-orbit coupling and treat the orbital states alone. What degeneracy does symmetry require at a face point?}

\textbf{Solution.} For orbital states $M^2=1$, since $z\to-z+c/2\to z$. The eigenvalues of $M$ are therefore $\mu=\pm1$. The Hamiltonian commutes with $M$, so an energy eigenstate $u$ can be chosen with $Mu=\mu u$. Equation~(\ref{eq:ma}) gives
\begin{equation}
M(\mathcal Au)=-\mathcal AMu=-\mathcal A(\mu u)=-\mu\,(\mathcal Au),
\end{equation}
where the last step uses that $\mu$ is real. The state $\mathcal Au$ has the same energy and the same $\mathbf k$ as $u$ but the opposite mirror eigenvalue. It is thus orthogonal to $u$, and each orbital level is at least twofold. This is the band sticking. With two spin directions each level is at least fourfold, and the four states will be called a quartet.

The pairing has a simple picture in terms of $s$ orbitals. The mirror lies in an $A$ layer, so a Bloch sum of $s$ orbitals on the $A$ layers is even. The mirror exchanges the $B$ layers at $-c/4$ and $3c/4$, whose Bloch amplitudes differ by the factor $e^{i\pi}=-1$, so the sum on the $B$ layers is odd. The two sums cannot mix, and $\mathcal A$ exchanges them at the same $\mathbf k$, which makes their energies equal.

Away from the face, and for $k_z\neq0$, $M$ no longer preserves $\mathbf k$. Since $\mathcal A^2=+1$ for orbital states, $\mathcal A$ alone requires no degeneracy. At a general point the two bands then separate.

\subsection*{(c) A general face point with spin-orbit coupling}

\textit{Include spin-orbit coupling. What degeneracy is required at a general point of the face, and which states does symmetry relate?}

\textbf{Solution.} Spin-orbit coupling is unchanged when space and spin are transformed together, and it is unchanged by time reversal. All the operations remain symmetries, but their squares change. Because $(-i\sigma_z)^2=-1$ and $\Theta^2=-1$ for spin one half,
\begin{equation}
M^2=-1,\qquad \mathcal A^2=P^2\Theta^2=-1 .
\end{equation}

The second relation gives Kramers degeneracy at every $\mathbf k$. An antiunitary operator obeys $\langle\mathcal A\phi|\mathcal A\chi\rangle=\langle\chi|\phi\rangle$. Setting $\phi=\psi$ and $\chi=\mathcal A\psi$ gives
\begin{equation}
\langle\mathcal A\psi|\mathcal A^2\psi\rangle=\langle\mathcal A\psi|\psi\rangle .
\end{equation}
The left side is also $-\langle\mathcal A\psi|\psi\rangle$, so the overlap vanishes. The states $\psi$ and $\mathcal A\psi$ are orthogonal and have the same energy.

The eigenvalues of $M$ are now $i\eta$ with $\eta=\pm1$. If $M\psi=i\eta\psi$, then
\begin{equation}
M(\mathcal A\psi)=-\mathcal A(i\eta\psi)=-(-i\eta)\mathcal A\psi=i\eta\,(\mathcal A\psi).
\label{eq:same}
\end{equation}
One minus sign comes from the half translation and the other from complex conjugation of the imaginary eigenvalue. They cancel, so both members of a Kramers doublet have the same mirror eigenvalue.

It remains to ask whether another operation joins a doublet with $M=+i$ to one with $M=-i$. At a general face point the in-plane part of a unitary symmetry must be the identity, which leaves the identity and $M$, apart from lattice translations. An antiunitary symmetry must reverse the in-plane vector before $\Theta$ restores it, which leaves $\mathcal A$ and $M\mathcal A$. All of these keep the eigenvalue of $M$. The pair $\{\psi,\mathcal A\psi\}$ is closed under all of them, so symmetry requires twofold degeneracy and no more.

The orbital quartet of part (b) therefore consists of two doublets. In terms of the orbital eigenvalue $\mu$ and the spin, $M=-i\mu\sigma_z$, so
\begin{equation}
\begin{aligned}
M=-i:&\quad u_+\!\uparrow,\; u_-\!\downarrow,\\
M=+i:&\quad u_+\!\downarrow,\; u_-\!\uparrow .
\end{aligned}
\label{eq:sectors}
\end{equation}
Here $u_\pm$ has $\mu=\pm1$. Symmetry no longer forces these doublets to have equal energies. They may still cross by accident. Since their mirror eigenvalues differ, there is no matrix element to turn a crossing into an avoided one. Equality of two energies is one condition on two coordinates, so accidental crossings can fill curves on the face.

\subsection*{(d) The lines A-L}

\textit{On A-L the mirror $m_x:(x,y,z)\to(-x,y,z)$ also preserves $\mathbf k$. What does it add?}

\textbf{Solution.} Both atoms have $x=0$, and the lattice is even under $x\to-x$, so $m_x$ is a symmetry. On the line $\mathbf k=(0,k_y,\pi/c)$ it leaves $\mathbf k$ fixed. Its action on space commutes with that of $M$, because the two maps change different coordinates and $m_x$ contains no translation. On spin the operators are $-i\sigma_x$ and $-i\sigma_z$, which anticommute. Therefore
\begin{equation}
m_xM=-Mm_x .
\label{eq:mx}
\end{equation}
For $M\psi=i\eta\psi$ this gives
\begin{equation}
M(m_x\psi)=-m_xM\psi=-i\eta\,(m_x\psi).
\end{equation}
The mirror $m_x$ turns a doublet of one sector into a doublet of the other, at the same energy and wavevector. The four states
\begin{equation}
\psi,\quad \mathcal A\psi,\quad m_x\psi,\quad m_x\mathcal A\psi
\end{equation}
are mutually orthogonal: those in different sectors because their eigenvalues of $M$ differ, and those in the same sector by Kramers' argument and the unitarity of $m_x$. Every level on A-L is at least fourfold, counting spin.

Inside the line these four states are closed under $M$, $m_x$ and $\mathcal A$, since $m_x^2=-1$ and $m_x$ commutes with $\mathcal A$. No larger degeneracy is required there. The lower bound of four also holds at A and L, where the same operations exist. The threefold rotations and inversion of the crystal carry this line into the six half-lines from A to the L points.

\subsection*{(e) The lines A-H and the edge of the face}

\textit{The line A-H also has an extra reflection, the glide $G_y:(x,y,z)\to(x,-y,z+c/2)$. Does it protect fourfold levels?}

\textbf{Solution.} The glide sends $\boldsymbol\tau_A$ to $(0,-a/\sqrt3,3c/4)=\boldsymbol\tau_B+c\hat{\mathbf z}$ and $\boldsymbol\tau_B$ to $\boldsymbol\tau_A$, so it is a symmetry. Its order relative to $M$ now matters in space:
\begin{align}
G_yM:&\quad z\to-z+\frac c2\to-z+c,\\
MG_y:&\quad z\to z+\frac c2\to-\left(z+\frac c2\right)+\frac c2=-z .
\end{align}
The space parts obey $G_yM=T_cMG_y$, which gives a factor $-1$ on the face. The spin parts, $-i\sigma_y$ and $-i\sigma_z$, give another factor $-1$. In total
\begin{equation}
G_yM=MG_y,
\end{equation}
and $G_y$ keeps each state in its own mirror sector. The sectors are not joined on A-H.

The same algebra applies on the edge L-H away from L. There $G_y$ takes $k_y=k_{AL}$ to $-k_{AL}$, and the difference $2k_{AL}=4\pi/(\sqrt3a)$ is a reciprocal lattice vector. At H there are also threefold rotations about $z$. They contain no vertical translation and commute with $M$. The mirror $m_x$ takes H to the inequivalent corner $-$H in the plane, so it is not available. Equality of the two sectors is therefore not required at H either.

The difference between A-L and A-H thus lies in the half translation. The vertical mirror that contains A-L has none, while the one that contains A-H is a glide.

\subsection*{(f) A count in a model crystal}

\textit{Count the levels of a tight-binding crystal with $s$, $p$ and $d$ orbitals, and find what an exchange field does on A-L.}

\textbf{Solution.} Take $a=0.39$ nm and $c=0.64$ nm, with orbital energies $0$, $5$ and $4$ eV for $s$, $p$ and $d$. Each atom is coupled to its twelve nearest neighbours. The hopping integrals for a bond along $z$ conserve the angular momentum $m$ about the bond. For $|m|=0,1,2$, as far as each exists, they are, in eV,
\begin{equation}
\begin{aligned}
ss&:-0.4, & sp&:0.6, & sd&:-0.4,\\
pp&:0.9,\,-0.1, & pd&:-0.6,\,0.2, & dd&:-0.5,\,0.25,\,-0.03 .
\end{aligned}
\end{equation}
Interchanging the orbitals on the two ends gives the factor $(-1)^{l+l'}$, and other bond directions follow by rotation. The atomic spin-orbit term is $\zeta_l\mathbf L\cdot\mathbf S$, in units with $\hbar=1$ for angular momentum, with $\zeta_p=0.20$ eV and $\zeta_d=0.05$ eV. Two atoms with nine orbitals and two spins give 36 states at each $\mathbf k$.

Diagonalization was carried out at three general face points, with $(k_x/k_{AH},k_y/k_{AL})$ equal to $(0.37,0.21)$, $(0.22,0.48)$ and $(0.61,0.13)$. Without spin-orbit coupling the sorted levels form groups of four whose internal spread is at most $1.0\times10^{-14}$ eV, which is rounding error. At the first in-plane point, but with $k_z$ reduced to $0.8\pi/c$, the largest spread of such a group is $0.87$ eV. With spin-orbit coupling the face levels are doublets, and the smallest distance between neighbouring doublets at the three points is $0.058$ meV. No fourfold level remains at these points.

On the six half-lines A-L, sampled at fractions $0$, $0.25$, $0.5$, $0.75$ and $1$ of their length, the fourfold groups survive with a spread of at most $1.4\times10^{-14}$ eV. The same Hamiltonian thus has split levels at general points and fourfold levels on A-L.

The count on A-L uses time reversal. Adding an exchange term $h\sigma_z$ with $h=1$ meV at the midpoint of A-L spreads the lowest quartet by $2.000$ meV, as expected for two spin directions displaced by $\pm h$. A ferromagnetic hcp metal therefore lies outside the result. A uniform shear $x\to x+\gamma y$ removes $m_x$ but leaves $M$, $P$ and $\Theta$. It keeps the orbital sticking of part (b) while removing the protection inside the lines A-L. At the points A and L themselves inversion preserves $\mathbf k$, and $MP=-PM$ still joins the two sectors. The same relation makes the energy difference of the sectors odd under reversal of the in-plane wavevector measured from A or L. Curves of fourfold degeneracy therefore still pass through these points, but they are no longer fixed to the straight lines.

\section{Size of the splitting and its effect on electron orbits}

The second half uses the following symbols and results. On the face $k_z=\pi/c$, the mirror $M$ has orbital eigenvalue $\mu=\pm1$ and, with spin, $M=-i\mu\sigma_z$. The operation $\mathcal A=P\Theta$ preserves $\mathbf k$ and anticommutes with $M$. A quartet without spin-orbit coupling is made from $u_+$ and $u_-$, each with two spins. With coupling it becomes two Kramers doublets, labelled $M=\pm i$. The mirror $m_x$ anticommutes with $M$ and joins these doublets on A-L. The lengths $k_{AH}$ and $k_{AL}$ are measured from A, and the model crystal is that of part (f).

Symmetry thus requires at least fourfold levels, counting spin, everywhere on the face without spin-orbit coupling, but with it only twofold levels at general face points, while the lines A-L keep their fourfold levels. It remains to find the size of the splitting, how it depends on the wavevector, and how it affects electron orbits in a magnetic field.
